**Zero displacement of a three-beam grating image under coma**

The program tests the rigid displacement dx = −Z7·L·(3L²/p² − 2) of a coherently lit grating image. Here L is the wavelength divided by NA, p is the pitch and Z7 is the fringe-Zernike coma coefficient in waves. It builds the image from the Fourier orders of a sampled mask and measures the displacement as the midpoint of two threshold edges. It asserts the displacement law at six pitches, in and out of focus, and the rigid motion of the whole image for both polarizations. A root search on the measured displacement gives a null pitch of 175.09 nm, or 1.2247 L, for 193 nm and NA 1.35, and the sign reversal across it is asserted. Further assertions cover the slope at the null, the null moved by an added tilt, and the first-order formula for a source of radius 0.10 in pupil units. The output also shows that a reversal persists for all scanned source radii from 0.10 to 0.30. A source offset of 0.01 combined with 40 nm defocus displaces the image by 0.58 nm, far more than coma does close to the null.

## Program and output

```python
# Result under test: three-beam coherent imaging (orders 0, +1, -1) with
# fringe coma W = z7*(3 r^3 - 2 r)*cos(theta) displaces the image rigidly by
#     dx = -z7 * L * (3 L^2/p^2 - 2),   L = wavelength/NA,  p = pitch,
# so dx = 0 at p = sqrt(3/2)*L and changes sign there.
# z7, z14, z2: coma, higher coma and tilt coefficients in waves.
# r: pupil radius in units of NA; sigma: source radius in the same units.
# Lengths are in nm. The mask is an equal line/space grating, clear at x = 0.
import numpy as np
from scipy.optimize import brentq

WAVELENGTH = 193.0
NA = 1.35
INDEX = 1.44
COMA = 0.005
DEFOCUS = 40.0
L = WAVELENGTH / NA


def pupil(rx, ry, z7=0.0, z14=0.0, z2=0.0, defocus=0.0):
    r = np.hypot(rx, ry)
    theta = np.arctan2(ry, rx)
    radial = z2*r + z7*(3*r**3 - 2*r) + z14*(10*r**5 - 12*r**3 + 3*r)
    inside = np.minimum(r, 1.0)
    axial = np.sqrt(INDEX**2 - (NA*inside)**2)
    waves = radial*np.cos(theta) + defocus*axial/WAVELENGTH
    return np.where(r <= 1.0, np.exp(2j*np.pi*waves), 0.0)


# Diffraction orders from the sampled mask itself
N = 4096
j = np.arange(N)
distance = np.minimum(j, N - j)
mask = np.where(distance < N//4, 1.0, 0.0)
mask[distance == N//4] = 0.5
mask_orders = np.fft.fft(mask) / N


def image(x, pitch, polarisation="TE", **aberration):
    x = np.asarray(x, dtype=float)
    ex = np.zeros(x.shape, dtype=complex)
    ez = np.zeros(x.shape, dtype=complex)
    for n in range(-3, 4):
        rx = n*L/pitch
        if abs(rx) > 1.0:
            continue
        wave = (mask_orders[n] * pupil(rx, 0.0, **aberration)
                * np.exp(2j*np.pi*n*x/pitch))
        if polarisation == "TE":
            ex += wave
        else:
            sine = NA*rx/INDEX
            ex += wave*np.sqrt(1 - sine**2)
            ez -= wave*sine
    return abs(ex)**2 + abs(ez)**2


def measured_shift(pitch, **aberration):
    """Midpoint of the two edges of the bright line at a fixed threshold."""
    def excess(x):
        return float(image(x, pitch, **aberration)) - 0.4
    right = brentq(excess, 0.0, 0.33*pitch, xtol=1e-11)
    left = brentq(excess, -0.33*pitch, 0.0, xtol=1e-11)
    return 0.5*(left + right)


def formula_shift(pitch, z7):
    return -z7*L*(3*(L/pitch)**2 - 2)


null_formula = np.sqrt(1.5)*L
pitches = [150.0, 160.0, null_formula, 190.0, 220.0, 280.0]

# Displacement law, measured on the image edges, small and large coma
for pitch in pitches:
    for z7 in (COMA, -COMA, 0.05):
        for dz in (0.0, DEFOCUS):
            got = measured_shift(pitch, z7=z7, defocus=dz)
            assert abs(got - formula_shift(pitch, z7)) < 1e-7

# Rigid displacement of the whole image, with defocus, both polarisations
rigid_error = 0.0
for pitch in pitches:
    x = np.linspace(-pitch/2, pitch/2, 201)
    for pol in ("TE", "TM"):
        moved = image(x, pitch, pol, z7=0.05, defocus=DEFOCUS)
        still = image(x - formula_shift(pitch, 0.05), pitch, pol,
                      defocus=DEFOCUS)
        rigid_error = max(rigid_error, np.max(abs(moved - still)))
assert rigid_error < 1e-11

# Null pitch by root search on the measured displacement; sign reversal
null_measured = brentq(lambda p: measured_shift(p, z7=COMA), 150.0, 220.0,
                       xtol=1e-10)
assert abs(null_measured - null_formula) < 1e-5
below = measured_shift(0.98*null_measured, z7=COMA)
above = measured_shift(1.02*null_measured, z7=COMA)
assert below < 0 < above
slope = (measured_shift(null_measured + 0.1, z7=COMA)
         - measured_shift(null_measured - 0.1, z7=COMA)) / 0.2
assert abs(slope/(6*COMA*(2/3)**1.5) - 1) < 1e-4

# Added tilt moves the null
TILT = 0.001
null_tilt = brentq(lambda p: measured_shift(p, z7=COMA, z2=TILT),
                   150.0, 250.0, xtol=1e-10)
assert abs(null_tilt - L/np.sqrt((2 - TILT/COMA)/3)) < 1e-5

# Finite source: explicit sum over source points, fundamental of the image
RINGS, ANGLES = 60, 96
ring = (np.arange(RINGS) + 0.5)/RINGS
angle = 2*np.pi*(np.arange(ANGLES) + 0.5)/ANGLES
disc_x = np.outer(ring, np.cos(angle)).ravel()
disc_y = np.outer(ring, np.sin(angle)).ravel()
weight = np.repeat(ring, ANGLES)


def source_shift(pitch, sigma, offset=0.0, **aberration):
    fx, fy, s = sigma*disc_x + offset, sigma*disc_y, L/pitch
    plus = pupil(fx + s, fy, **aberration)
    zero = pupil(fx, fy, **aberration)
    minus = pupil(fx - s, fy, **aberration)
    c1 = np.sum(weight*(plus*np.conj(zero) + zero*np.conj(minus)))
    return -pitch*np.angle(c1)/(2*np.pi)


def source_nulls(sigma, count=160):
    grid = np.linspace(1.001*L, 1.999*L, count)
    d = np.array([source_shift(p, sigma, z7=COMA) for p in grid])
    k = np.where(d[:-1]*d[1:] < 0)[0]
    return grid[k] - d[k]*(grid[k+1] - grid[k])/(d[k+1] - d[k])


SMALL, WIDE = 0.10, 0.25
residual = source_shift(null_formula, SMALL, z7=COMA)
assert abs(residual/(-3*COMA*L*SMALL**2) - 1) < 2e-3
for pitch in (190.0, 220.0):
    expected = -COMA*L*(3*(L/pitch)**2 - 2 + 3*SMALL**2)
    assert abs(source_shift(pitch, SMALL, z7=COMA)/expected - 1) < 2e-3
nulls_small = source_nulls(SMALL)
null_small_formula = L/np.sqrt(2/3 - SMALL**2)
# tolerance: linear interpolation on a pitch grid of about 0.9 nm
assert len(nulls_small) > 0
assert np.min(abs(nulls_small - null_small_formula)) < 0.05
nulls_wide = source_nulls(WIDE)

sigma_list = np.round(np.arange(0.10, 0.305, 0.01), 2)
reverses = np.array([len(source_nulls(v, 100)) > 0 for v in sigma_list])

# Other neglected effects at the null pitch
higher = measured_shift(null_formula, z7=COMA, z14=0.001)
OFFSET = 0.01
tilted = source_shift(null_formula, 0.0, offset=OFFSET, defocus=DEFOCUS)
small_defocused = source_shift(null_formula, SMALL, z7=COMA,
                               defocus=DEFOCUS)


def listing(values):
    return ", ".join(f"{v:.2f}" for v in values) if len(values) else "none"


print(f"wavelength = {WAVELENGTH:.1f} nm, NA = {NA}, index = {INDEX}")
print(f"coma coefficient = {1000*COMA:.1f} milliwaves")
print(f"wavelength/NA = {L:.3f} nm, twice this = {2*L:.3f} nm")
print(f"null pitch, formula = {null_formula:.4f} nm")
print(f"null pitch, from image edges = {null_measured:.4f} nm")
print(f"null pitch/(wavelength/NA) = {null_measured/L:.5f}")
print(f"pupil radius of first order at null = {L/null_measured:.5f}")
print(f"slope of displacement at null = {slope:.5f} nm per nm")
print(f"displacement at 0.98 null pitch = {below:+.4f} nm")
print(f"displacement at 1.02 null pitch = {above:+.4f} nm")
print("pitch nm | order radius | displacement nm for sigma = 0, "
      f"{SMALL:.2f}, {WIDE:.2f}")
for pitch in pitches:
    d0 = measured_shift(pitch, z7=COMA) + 0.0
    d0 = 0.0 if abs(d0) < 1e-8 else d0
    d1 = source_shift(pitch, SMALL, z7=COMA)
    d2 = source_shift(pitch, WIDE, z7=COMA)
    print(f"{pitch:8.3f} | {L/pitch:.4f} | {d0:+.4f} {d1:+.4f} {d2:+.4f}")
print(f"largest rigid-shift image error = {rigid_error:.1e} (clear field 1)")
print(f"null pitch with {1000*TILT:.1f} milliwave tilt = {null_tilt:.3f} nm")
print(f"sigma {SMALL:.2f}: null pitch, formula = {null_small_formula:.2f} nm")
print(f"sigma {SMALL:.2f}: null pitches, source sum = "
      f"{listing(nulls_small)} nm")
print(f"sigma {WIDE:.2f}: null pitches, source sum = "
      f"{listing(nulls_wide)} nm")
print(f"sigma values scanned = {sigma_list[0]:.2f} to {sigma_list[-1]:.2f}")
print(f"sigma values with a reversal = {listing(sigma_list[reverses])}")
print(f"sigma values without one = {listing(sigma_list[~reverses])}")
print("Displacements at the coherent null pitch:")
print(f"  sigma {SMALL:.2f}, in focus = {residual:+.4f} nm")
print(f"  sigma {SMALL:.2f}, defocus {DEFOCUS:.0f} nm = "
      f"{small_defocused:+.4f} nm")
print(f"  1 milliwave of higher coma = {higher:+.4f} nm")
print(f"  source offset {OFFSET} with defocus {DEFOCUS:.0f} nm = "
      f"{tilted:+.4f} nm")
print("success")
```

Printed output:

```
wavelength = 193.0 nm, NA = 1.35, index = 1.44
coma coefficient = 5.0 milliwaves
wavelength/NA = 142.963 nm, twice this = 285.926 nm
null pitch, formula = 175.0932 nm
null pitch, from image edges = 175.0932 nm
null pitch/(wavelength/NA) = 1.22474
pupil radius of first order at null = 0.81650
slope of displacement at null = 0.01633 nm per nm
displacement at 0.98 null pitch = -0.0589 nm
displacement at 1.02 null pitch = +0.0555 nm
pitch nm | order radius | displacement nm for sigma = 0, 0.10, 0.25
 150.000 | 0.9531 | -0.5183 -0.4181 -0.1066
 160.000 | 0.8935 | -0.2824 -0.3039 -0.0723
 175.093 | 0.8165 | +0.0000 -0.0214 -0.0129
 190.000 | 0.7524 | +0.2155 +0.1941 +0.0825
 220.000 | 0.6498 | +0.5241 +0.5026 +0.3901
 280.000 | 0.5106 | +0.8706 +0.8491 +0.7366
largest rigid-shift image error = 6.7e-16 (clear field 1)
null pitch with 1.0 milliwave tilt = 184.564 nm
sigma 0.10: null pitch, formula = 176.42 nm
sigma 0.10: null pitches, source sum = 176.42 nm
sigma 0.25: null pitches, source sum = 177.92 nm
sigma values scanned = 0.10 to 0.30
sigma values with a reversal = 0.10, 0.11, 0.12, 0.13, 0.14, 0.15, 0.16, 0.17, 0.18, 0.19, 0.20, 0.21, 0.22, 0.23, 0.24, 0.25, 0.26, 0.27, 0.28, 0.29, 0.30
sigma values without one = none
Displacements at the coherent null pitch:
  sigma 0.10, in focus = -0.0214 nm
  sigma 0.10, defocus 40 nm = +0.0012 nm
  1 milliwave of higher coma = +0.0794 nm
  source offset 0.01 with defocus 40 nm = +0.5829 nm
success
```
